# Energy cost of a small lattice-constant error in a monolayer

Suppose two structures of a monolayer are compared by their computed energies, and the difference sought is a few millielectronvolts per cell. One structure was relaxed carefully. The other was left at a lattice constant that is wrong by 0.5 percent. The electronic energies may be converged to 0.1 meV, yet the comparison can still be spoiled, because the strained structure carries elastic energy that has nothing to do with the difference sought. An estimate of this energy helps to decide whether the geometry is good enough.

Besides the lattice error, the estimate needs two numbers, the area modulus $K=80$ N/m and the area of the primitive cell $A_0=8.65$ Å$^2$. The answer is about 2.2 meV per cell.

## What is being compared

Let $E(A)$ be the energy per primitive cell of a flat, hexagonal sheet with cell area $A$. The nuclei are at rest, and the atoms inside the cell are relaxed at each area. The minimum lies at $A_0$, where the lattice constant is $a_0$. The actual lattice constant is $a=a_0(1+e)$ in both in-plane directions, with $e=\pm0.005$. The cost is

$$\Delta E=E(A)-E(A_0).$$

Both energies belong to the same energy surface, called the reference surface here. This matters when the error comes from an approximate density functional. Such a functional has its own minimum at its own lattice constant, and there it records no strain energy. The cost appears when its lattice constant is used on the reference surface. If its atomic heights are taken over as well, without relaxing them on the reference surface, $\Delta E$ as defined here is only a lower bound on the cost.

## Back of the envelope

A sheet whose sides are 0.5 percent too long has an area about 1 percent too large. The area modulus is the tension, a force per length, divided by the fractional change of area. The tension therefore rises from zero at the right area to

$$80\ \text{N/m}\times0.01=0.8\ \text{N/m}$$

at the wrong one. Since it rises linearly, its average along the way is 0.4 N/m. The work done on one cell is the average tension times the change of area:

$$0.4\ \text{N/m}\times\left(0.01\times8.65\times10^{-20}\ \text{m}^2\right)=3.46\times10^{-22}\ \text{J}=2.16\ \text{meV}.$$

Two factors decide the number. The area strain is twice the length strain, and the average tension is half the final one. Taking 0.5 percent as the area strain would give 0.54 meV, too small by a factor of four.

## Controlled derivation

**Area strain.** The primitive cell of a hexagonal lattice is a rhombus with area $A=(\sqrt3/2)a^2$, so

$$a_0=\sqrt{\frac{2A_0}{\sqrt3}}=3.160\ \text{Å}.$$

An error of 0.5 percent is 0.0158 Å. The fractional change of area is

$$s=\frac{A-A_0}{A_0}=(1+e)^2-1=2e+e^2 .$$

**Expansion in area.** For a smooth $E(A)$,

$$E(A)=E(A_0)+E'(A_0)(A-A_0)+\tfrac12E''(A_0)(A-A_0)^2+\tfrac16E'''(A_0)(A-A_0)^3+\dots$$

The linear term vanishes because $A_0$ is a minimum. Define

$$K=A_0E''(A_0),\qquad K_3=A_0^2E'''(A_0),$$

which both have the unit of energy per area, J/m$^2$ = N/m. With $A-A_0=A_0s$ the quadratic term is $\tfrac12(K/A_0)A_0^2s^2$ and the cubic term is $\tfrac16(K_3/A_0^2)A_0^3s^3$. Hence

$$\Delta E=\tfrac12KA_0s^2+\tfrac16K_3A_0s^3+\dots$$

**Expansion in length.** From $s=2e+e^2$ follow $s^2=4e^2+4e^3+e^4$ and $s^3=8e^3+\dots$, so that

$$\Delta E=2KA_0e^2+2KA_0e^3+\tfrac43K_3A_0e^3+\dots$$

Taking out the first term gives

$$\Delta E=2KA_0e^2\left[1+\left(1+\frac{2K_3}{3K}\right)e+O(e^2)\right].$$

The leading term is the estimate:

$$\boxed{\Delta E\approx2KA_0e^2}$$

For the numbers given, $KA_0=43.19$ eV, and

$$\Delta E\approx2\times43.19\ \text{eV}\times(0.005)^2=2.16\ \text{meV per cell}.$$

With three atoms in the cell this is 0.72 meV per atom. A quoted precision should therefore say whether it is meant per cell or per atom.

**Size of the correction.** The bracket contains two corrections of first order in $e$. The first is geometrical: the area strain is 1.0025 percent instead of 1 percent, which alone would change 2.160 to 2.170 meV. The second comes from the anharmonicity $K_3$, which can be found from energies computed at several areas or from a model of the bonds. Both change sign with $e$, so they drop out of the mean cost of equal errors in the two directions:

$$\tfrac12\left[\Delta E(e)+\Delta E(-e)\right]=2KA_0e^2\left[1+O(e^2)\right].$$

## Tension, and an error along one axis

The tension follows from the derivative of the energy with respect to area. Since $dA=A_0\,ds$,

$$\frac{dE}{dA}=\frac1{A_0}\frac{dE}{ds}=Ks+\tfrac12K_3s^2+\dots\approx2Ke .$$

At $e=0.005$ this leading term is 0.80 N/m, as in the rough argument. The tension is positive for a stretched sheet, which would lower its energy by contracting. To leading order, when the lattice error falls from 0.5 to 0.1 percent, the tension falls by a factor of 5 and the energy cost by a factor of 25, to 0.086 meV. A small energy cost is thus no proof that other properties are equally accurate: any property with a nonzero first derivative with respect to strain has an error proportional to $e$, as the tension has.

The modulus $K$ can be obtained from the usual elastic constants. For small strains $e_x$ and $e_y$ without shear, the elastic energy per area of a hexagonal sheet is

$$w=\tfrac12C_{11}(e_x^2+e_y^2)+C_{12}e_xe_y .$$

Equal strains $e_x=e_y=e$ give $w=(C_{11}+C_{12})e^2$. The estimate derived above is $w=2Ke^2$, and therefore

$$K=\frac{C_{11}+C_{12}}2 .$$

If the error is along $x$ alone while the other direction is held at its correct length, then $e_y=0$ and the cost is

$$\Delta E_x=\tfrac12C_{11}A_0e^2 .$$

Its ratio to the cost of the equal error in both directions is $C_{11}/(4K)=C_{11}/[2(C_{11}+C_{12})]$. For positive $C_{12}$ this is less than one half: besides the energy of the second strain, the coupling between the two strains is missing.

## Comparison with a sheet of bonds

The expansion can be compared with an energy that is not quadratic. Take a sheet of three atomic planes, X-M-X, with the X planes 1.56 Å above and below the M plane. Each bond has the Morse energy

$$D\left(1-e^{-\alpha x}\right)^2,\qquad\alpha=1.5\ \text{Å}^{-1},$$

where the exponential is the ordinary one and $x$ is the extension of the bond from its length in the unstrained sheet. Each cell has six M-X bonds, six X-X and three M-M bonds within the planes, and one vertical X-X bond. The depths $D$ of the in-plane and vertical bonds are 0.2 times that of the M-X bonds. The overall energy scale is chosen so that the curvature at an area strain of 0.1 percent gives $K=80$ N/m, which makes the M-X depth 1.85 eV.

The value of $K$ is therefore put in. The comparison tests whether the quadratic law still holds at an area strain ten times larger, and whether other deformations agree with the relations derived above. Summing the bond energies, with the X atoms relaxed in each cell, gives:

| Lattice error | Bond sum (meV) | $2KA_0e^2$ (meV) |
|---|---:|---:|
| +0.5 percent | 2.124 | 2.160 |
| −0.5 percent | 2.197 | 2.160 |
| mean of the two | 2.160 | 2.160 |
| mean at ±1 percent | 8.649 | 8.638 |

Stretching costs 1.7 percent less than the formula says, and compression 1.7 percent more. The sign can be read from one Morse bond. For small $x$, $1-e^{-\alpha x}=\alpha x-\tfrac12\alpha^2x^2+\dots$, and squaring gives

$$D\left(1-e^{-\alpha x}\right)^2=D\alpha^2x^2\left(1-\alpha x+\dots\right).$$

A stretched bond is softer than a compressed one. The size agrees with the expansion of the whole sheet. The model has $K_3/K=-6.59$, so the relative correction at $e=0.005$ is

$$\left(1-\tfrac23\times6.59\right)\times0.005=-0.017 .$$

By the same expression the correction reaches 10 percent of the estimate at a lattice error of about 3 percent. In this model, that is where the simple formula begins to need its cubic term.

The other relations hold as well. Separate deformations give $C_{11}=114.7$ N/m and $C_{12}=45.3$ N/m, whose half-sum is 80.0 N/m. The mean magnitude of the tension at ±0.5 percent is 0.801 N/m, against 0.800 N/m from $2Ke$. An error along one axis costs 0.77 meV on average over the two signs (0.76 meV for stretching along $x$, 0.79 meV for compression), which is 0.36 of the cost for both axes, in agreement with $C_{11}/(4K)$.

## Atoms that are not allowed to relax

The modulus was defined with relaxed internal atoms. To see what this condition does, let $u$ be the change in height of the X planes. For small $e$ and $u$ the energy per cell has the form

$$\Delta E=\tfrac12Pe^2+Qeu+\tfrac12Ru^2,\qquad R>0 .$$

Freezing the height, $u=0$, gives $\tfrac12Pe^2$. Relaxing it requires $Qe+Ru=0$, or $u=-Qe/R$. Inserting this,

$$\Delta E=\tfrac12Pe^2-\frac{Q^2e^2}{R}+\frac{Q^2e^2}{2R}=\tfrac12\left(P-\frac{Q^2}{R}\right)e^2 .$$

Relaxation lowers the cost whenever strain and height are coupled. In the bond model the frozen cost, averaged over the two signs of the error, is 3.07 meV, against 2.16 meV with relaxation, an increase of 42 percent. The percentage belongs to this model, but the direction is general. If a calculation changes the cell and leaves the atomic heights at their values in the unstrained reference sheet, the modulus to use is the larger, frozen one. If the heights carry an error of their own, as a geometry taken whole from another functional may, neither modulus applies and the full form in $e$ and $u$ is needed. In the bond model, a geometry with both the lattice constant and the X height 0.5 percent too long costs 5.6 meV.

## Reading the estimate backwards

Solving the estimate for the lattice error gives

$$|e|=\sqrt{\frac{\Delta E}{2KA_0}} .$$

A cost of 1 meV per cell corresponds to a lattice error of 0.34 percent. The bond model gives 0.342 percent for stretching and 0.338 percent for compression.

The same formula shows how poorly a direct comparison of energies locates the minimum. Suppose the computed energy difference between two lattice constants may be wrong by up to $\delta$. A point at error $e$ can then appear to lie as low as the true minimum if $2KA_0e^2\leq\delta$. With $\delta=1$ meV, lattice constants within 0.34 percent of the minimum cannot be told from it by comparing two energies. This argument concerns two single energies, not a curve fitted through many.

The cost also grows with the number of cells. A supercell of $5\times5$ primitive cells, all with the same 0.5 percent error, carries $25\times2.16=54$ meV. If this supercell is compared with another one at its correct lattice constant, the whole 54 meV enters the difference.

## A reference that is already strained

The quadratic law rests on the vanishing linear term. It fails when the correct state is itself held away from the minimum, for instance by a substrate. Let the correct strain be $e_0$ and the error $e$ be added to it, both measured relative to $a_0$. To leading order the change in the sheet's own energy is

$$\Delta E=2KA_0\left[(e_0+e)^2-e_0^2\right]=2KA_0\left(e^2+2e_0e\right).$$

For $e_0=0.2$ percent and $e=+0.5$ percent, the total strain is 0.7 percent. Since a strain of 1 percent costs 8.638 meV,

$$\Delta E=8.638\times(0.7^2-0.2^2)\ \text{meV}=3.9\ \text{meV}.$$

For $e=-0.5$ percent the total strain is −0.3 percent, and the same arithmetic gives 0.43 meV. In this approximation, the same lattice error now costs nine times as much in one direction as in the other. A negative error smaller in size than $2e_0$ even lowers the sheet's energy, since it brings the sheet closer to its own minimum. The energy of the substrate is not included. If it is, and the strained state is the minimum of the combined energy of sheet and substrate, the linear term vanishes again and the total cost is quadratic in $e$ to leading order.

## Beside a real channel material

The given modulus and area are in the rough range of a molybdenum disulfide monolayer, whose lattice constant is roughly 3.2 Å. Besides the lattice error, the estimate uses only these two numbers, and its relative error from an uncertain modulus equals the relative error of the modulus: 10 percent in $K$ is 0.2 meV here. The bond model is less faithful. It has no angular forces, and its $C_{12}$ is probably too large compared with $C_{11}$ for this material. Its frozen-atom and one-axis costs are therefore illustrations of size.

A sheet in a device is neither at zero temperature nor free. With a rough constant expansion coefficient of $7\times10^{-6}$ K$^{-1}$, warming to 300 K lengthens the lattice by 0.21 percent, which corresponds to 0.38 meV on the static energy surface. This probably overstates the expansion, because the coefficient tends to zero at low temperature. Zero-point motion, which is present even at zero temperature, also shifts the lattice constant away from the static minimum; that shift is not included here and can be of similar size. A lattice constant measured at room temperature is thus not quite the minimum of a static calculation, and a difference of 0.1 or 0.2 percent between the two need not be an error of the calculation. Strain imposed by a substrate can also change the estimate: in the example above, 0.2 percent of it moved the sheet's own part of the cost from 2.2 meV to 3.9 or 0.43 meV, depending on the sign of the error.

The inputs of the main estimate and the parameters of the bond model are listed in the numerical output below.

## Computed values

```
INPUTS AND MAIN ESTIMATE
area modulus K = 80.0 N/m
cell area A0 = 8.65 angstrom^2
lattice-constant error = 0.50 percent
lattice constant a0 = 3.160 angstrom
absolute lattice error = 0.0158 angstrom
exact area strain = 1.0025 percent
K = 4.993 eV/angstrom^2
K*A0 = 43.19 eV
energy cost per cell = 3.460e-22 J
energy cost per cell = 2.160 meV
cost with exact area strain = 2.170 meV
cost per atom (3 atoms) = 0.720 meV
slip: area strain taken as e = 0.540 meV
tension 2*K*e = 0.800 N/m
cost at 0.1 percent error = 0.086 meV
cost at 0.2 percent error = 0.346 meV
cost at 1.0 percent error = 8.638 meV
cost at 2.0 percent error = 34.553 meV
lattice error costing 1 meV = 0.340 percent
BOND MODEL (illustrative, scaled to K)
X plane height = 1.56 angstrom
Morse decay = 1.50 1/angstrom
relative depths M-X, in-plane, vertical = 1.0, 0.2, 0.2
M-X bond depth = 1.850 eV
cost when stretched = 2.124 meV
cost when compressed = 2.197 meV
mean of the two costs = 2.160 meV
mean cost at doubled error = 8.649 meV
cubic ratio K3/K = -6.59
mean tension magnitude = 0.801 N/m
C11 = 114.7 N/m
C12 = 45.3 N/m
(C11+C12)/2 = 80.00 N/m
1 meV error, stretched = 0.342 percent
1 meV error, compressed = 0.338 percent
modulus shift on halving step = 0.00035 percent
NEGLECTED EFFECTS
asymmetry: stretched vs formula = -1.67 percent
asymmetry: compressed vs formula = 1.73 percent
cost with frozen internal atoms = 3.073 meV
cost of error along one axis only = 0.774 meV
rough expansion coefficient = 7.0e-06 1/K
rough expansion to 300 K = 0.21 percent
cost of that expansion = 0.38 meV
```
